# Layer-Number Dependence of the In-Plane Mass with Quadratic Interlayer Hopping: test program

```python
# Result under test: for N coupled layers with in-plane energy a*k^2 per layer
# and nearest-layer hopping t(k) = t0 + t2*k^2, the lowest subband has
#   hbar^2/(2 m_N) = a - 2*sign(t0)*t2*cos(pi/(N+1)),   a = hbar^2/(2 m_1).
# k: in-plane wavevector (1/nm); energies in eV; a, t2 and curvatures in eV nm^2.
# "Curvature" means the coefficient of k^2 in the energy, hbar^2/(2 m).
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq

free = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18   # hbar^2/(2 m_0), eV nm^2


def neighbours(N, periodic=False):
    A = np.eye(N, k=1) + np.eye(N, k=-1)
    if periodic:
        A[0, -1] = A[-1, 0] = 1.0
    return A


def levels(k, N, a, t0, t2, site=None, periodic=False):
    H = a * k**2 * np.eye(N) + (t0 + t2 * k**2) * neighbours(N, periodic)
    if site is not None:
        H = H + np.diag(site)
    return np.linalg.eigvalsh(H)


def curvature(energy, h=0.05):
    """k^2 coefficient of an even function, with the k^4 error removed."""
    e0 = energy(0.0)
    coarse = (energy(h) - e0) / h**2
    fine = (energy(h / 2) - e0) / (h / 2)**2
    return (4 * fine - coarse) / 3


def law(N, a, t0, t2):
    return a - 2 * np.sign(t0) * t2 * np.cos(np.pi / (N + 1))


# ---------- inputs of the example ----------
m1, t0, t2, spacing = 0.20, -0.30, 0.025, 0.8
a = free / m1
T, density_cm2, eps_r, mobility_cm2 = 300.0, 5e12, 7.0, 500.0
kT = sc.k * T / sc.e

# ---------- mass law against diagonalization, all signs, both carriers ----------
for N in range(1, 13):
    for hop in (-0.3, 0.3):
        for slope in (-0.025, 0.025):
            low = curvature(lambda k: levels(k, N, a, hop, slope)[0])
            assert abs(low - law(N, a, hop, slope)) < 1e-8
            top = curvature(lambda k: levels(k, N, -a, hop, slope)[-1])
            assert abs(-top - law(N, a, hop, slope)) < 1e-8
    flat = curvature(lambda k: levels(k, N, a, t0, 0.0)[0])
    assert abs(flat - a) < 1e-8

# every subband of a five-layer stack
p = np.arange(1, 6)
all_curv = curvature(lambda k: levels(k, 5, a, t0, t2))
assert np.allclose(all_curv, a + 2 * t2 * np.cos(p * np.pi / 6), atol=1e-8)
assert np.allclose(levels(0, 5, a, t0, t2), 2 * t0 * np.cos(p * np.pi / 6))

# link between mass change and edge shift, from diagonalization alone
for N in range(2, 9):
    change = curvature(lambda k: levels(k, N, a, t0, t2)[0]) - a
    assert abs(change - t2 / t0 * levels(0, N, a, t0, t2)[0]) < 1e-8

# bulk limit and the rate of approach to it
bulk = curvature(lambda k: levels(k, 12, a, t0, t2, periodic=True)[0])
assert abs(bulk - (a - 2 * np.sign(t0) * t2)) < 1e-8
c100 = curvature(lambda k: levels(k, 100, a, t0, t2)[0])
missing = (bulk - c100) / (bulk - a)
assert abs(missing * 101**2 / (np.pi**2 / 2) - 1) < 1e-3

print(f"hbar^2/(2 m_0) = {free:.5f} eV nm^2")
print(f"Inputs: m_1 = {m1:.2f} m_0, t0 = {t0:.2f} eV, t2 = {t2:.3f} eV nm^2")
print(f"Layer spacing = {spacing:.1f} nm; a = {a:.4f} eV nm^2")
print("N, thickness (nm), mass (m_0), edge shift (eV), gap to 2nd subband (eV)")
for N in (1, 2, 3, 4, 5, 6, 10):
    E = levels(0, N, a, t0, t2)
    mass = free / curvature(lambda k: levels(k, N, a, t0, t2)[0])
    gap = f"{E[1] - E[0]:.3f}" if N > 1 else "none"
    print(f"{N:2d}  {N * spacing:.1f}  {mass:.4f}  {E[0]:.4f}  {gap}")
print(f"Bulk: mass = {free / bulk:.4f} m_0, edge shift = {2 * t0:.2f} eV")
N95 = next(N for N in range(1, 100)
           if (curvature(lambda k: levels(k, N, a, t0, t2)[0]) - a)
           > 0.95 * (bulk - a))
print(f"First N with over 95% of the inverse-mass change = {N95}")
print(f"Hopping changes sign at k = {np.sqrt(-t0 / t2):.2f} 1/nm")

# ---------- hopping that grows with k: the edge turns into a ring ----------
t2_grow, B = -0.12, 0.02
kgrid = np.arange(0, 2.0, 0.005)
ring = {}
for N in range(1, 9):
    E = [levels(k, N, a, t0, t2_grow)[0] + B * k**4 for k in kgrid]
    ring[N] = kgrid[int(np.argmin(E))]
    unstable = np.cos(np.pi / (N + 1)) > a / (2 * abs(t2_grow))
    assert (ring[N] > 0) == unstable
    if unstable:
        g = law(N, a, t0, t2_grow)
        assert abs(ring[N] - np.sqrt(-g / (2 * B))) < 0.005
first = min(N for N in ring if ring[N] > 0)
print(f"Ring case: t2 = {t2_grow:.2f} eV nm^2, B = {B:.2f} eV nm^4")
print(f"Ring case: critical cosine = {a / (2 * abs(t2_grow)):.4f}")
for N in (2, 3):
    m_ring = free / curvature(lambda k: levels(k, N, a, t0, t2_grow)[0])
    print(f"Ring case: mass at N = {N} is {m_ring:.3f} m_0")
print(f"Ring case: first N with a ring = {first}, radius = {ring[first]:.2f} 1/nm")

# ---------- origin 1: oblique hops on a triangular lattice ----------
lat, t_vert, t_obl = 0.4, -0.06, -0.04
ang = np.arange(6) * np.pi / 3
R = np.vstack([[0.0, 0.0], lat * np.column_stack([np.cos(ang), np.sin(ang)])])
tR = np.array([t_vert] + [t_obl] * 6)
t0_obl = tR.sum()
t2_obl = -0.25 * np.sum(tR * np.sum(R**2, axis=1))
for direction in ([1.0, 0.0], [0.0, 1.0], [0.6, 0.8]):
    def slab_energy(k):
        hop = np.sum(tR * np.exp(1j * k * (R @ np.array(direction)))).real
        return np.linalg.eigvalsh(a * k**2 * np.eye(4) + hop * neighbours(4))[0]
    assert abs(curvature(slab_energy) - law(4, a, t0_obl, t2_obl)) < 1e-7
print(f"Oblique hops: lattice {lat:.1f} nm, vertical {t_vert:.2f} eV, "
      f"six of {t_obl:.2f} eV")
print(f"Oblique hops give t0 = {t0_obl:.2f} eV, t2 = {t2_obl:.4f} eV nm^2")

# ---------- origin 2: remote band, and the error of the simple law ----------
G, t_val = 2.5, 0.10
P2 = G * (a - free)
t2_remote = -P2 * (t0 - t_val) / G**2


def two_band(k, N, periodic=False):
    A, one = neighbours(N, periodic), np.eye(N)
    upper = (G + free * k**2) * one + t0 * A
    lower = free * k**2 * one + t_val * A
    mix = np.sqrt(P2) * k * one
    return np.linalg.eigvalsh(np.block([[upper, mix], [mix, lower]]))[N]


for N in range(1, 9):
    lam = 2 * np.cos(np.pi / (N + 1))
    folded = free + P2 / (G + (t0 - t_val) * lam)
    assert abs(curvature(lambda k: two_band(k, N)) - folded) < 1e-6
# the term linear in the hopping difference, isolated by scaling it down
lam5, small = 2 * np.cos(np.pi / 6), 1e-3


def weak(k):
    A, one = neighbours(5), np.eye(5)
    mix = np.sqrt(P2) * k * one
    H = np.block([[(G + free * k**2) * one + small * t0 * A, mix],
                  [mix, free * k**2 * one + small * t_val * A]])
    return np.linalg.eigvalsh(H)[5]


slope = (curvature(weak) - a) / (small * lam5)
assert abs(slope / t2_remote - 1) < 5e-3
print(f"Remote band: gap {G:.1f} eV, its hopping {t_val:.2f} eV, "
      f"P^2 = {P2:.4f} eV^2 nm^2")
print(f"Remote band gives t2 = {t2_remote:.4f} eV nm^2")
full5 = free / curvature(lambda k: two_band(k, 5))
full_bulk = free / curvature(lambda k: two_band(k, 12, True))
lin5 = free / law(5, a, t0, t2_remote)
lin_bulk = free / law(np.inf, a, t0, t2_remote)
print(f"N = 5 mass: two-band {full5:.4f}, simple law {lin5:.4f} m_0, "
      f"excess {100 * (lin5 / full5 - 1):.1f}%")
print(f"Bulk mass: two-band {full_bulk:.4f}, simple law {lin_bulk:.4f} m_0, "
      f"excess {100 * (lin_bulk / full_bulk - 1):.1f}%")

# ---------- filling of the band, one valley and two spins ----------
n = density_cm2 * 1e-14                           # 1/nm^2
kF = np.sqrt(2 * np.pi * n)
c5 = curvature(lambda k: levels(k, 5, a, t0, t2)[0])
dk = 1e-3
slopeF = (two_band(kF + dk, 5) - two_band(kF - dk, 5)) / (2 * dk)
mass_F = free * 2 * kF / slopeF
print(f"Density = {density_cm2:.1e} 1/cm^2, kF = {kF:.3f} 1/nm, "
      f"N = 5 Fermi energy = {c5 * kF**2:.4f} eV")
print(f"Two-band N = 5 mass at kF = {mass_F:.4f} m_0, "
      f"rise {100 * (mass_F / full5 - 1):.1f}%")


def upper_fraction(N):
    E = levels(0, N, a, t0, t2)
    E = E - E[0]
    curv = curvature(lambda k: levels(k, N, a, t0, t2))

    def filling(mu):
        return kT / (2 * np.pi * curv) * np.logaddexp(0, (mu - E) / kT)
    mu = brentq(lambda x: filling(x).sum() - n, -2, 2)
    return 1 - filling(mu)[0] / n


print(f"T = {T:.0f} K, kT = {kT:.4f} eV")
for N in (5, 10):
    print(f"Electrons above lowest subband, N = {N}: "
          f"{100 * upper_fraction(N):.2f}%")
Nhot = next(N for N in range(2, 100)
            if np.diff(levels(0, N, a, t0, t2))[0] < kT)
print(f"First N with subband gap below kT = {Nhot}")

# ---------- unequal layers: gate field and surface shift ----------
field = sc.e * density_cm2 * 1e4 / (sc.epsilon_0 * eps_r)     # V/m
step = field * spacing * 1e-9                                # eV per layer


def mass_with_sites(N, site):
    H0 = t0 * neighbours(N) + np.diag(site)
    v = np.linalg.eigh(H0)[1][:, 0]
    mean_A = v @ neighbours(N) @ v
    direct = curvature(lambda k: levels(k, N, a, t0, t2, site)[0])
    assert abs(direct - (a + t2 * mean_A)) < 1e-6
    return free / direct, mean_A


m5 = free / c5
m_field, A_field = mass_with_sites(5, step * np.arange(5))
scan = [mass_with_sites(5, x * step * np.arange(5))[0]
        for x in np.linspace(0, 1, 11)]
assert np.all(np.diff(scan) > 0)
surface = 0.05
m_surf, A_surf = mass_with_sites(5, surface * np.array([1, 0, 0, 0, 1.0]))
print(f"Gate field (relative permittivity {eps_r:.0f}) = {field * 1e-8:.2f} MV/cm, "
      f"{step:.3f} eV per layer")
print(f"N = 5 mean of A: no field {lam5:.4f}, field {A_field:.4f}, "
      f"surface shift {A_surf:.4f}")
print(f"N = 5 mass in unscreened field = {m_field:.4f} m_0, "
      f"change {100 * (m_field / m5 - 1):+.2f}%")
print(f"N = 5 mass, outer layers raised {surface:.2f} eV = {m_surf:.4f} m_0, "
      f"change {100 * (m_surf / m5 - 1):+.2f}%")

# ---------- scattering broadening ----------
broad = sc.hbar / (m5 * sc.m_e * mobility_cm2 * 1e-4)         # hbar/tau in eV
print(f"Mobility {mobility_cm2:.0f} cm^2/Vs: N = 5 broadening hbar/tau = "
      f"{broad:.4f} eV")

print("every check passed")
```

Running it gives:

```
hbar^2/(2 m_0) = 0.03810 eV nm^2
Inputs: m_1 = 0.20 m_0, t0 = -0.30 eV, t2 = 0.025 eV nm^2
Layer spacing = 0.8 nm; a = 0.1905 eV nm^2
N, thickness (nm), mass (m_0), edge shift (eV), gap to 2nd subband (eV)
 1  0.8  0.2000  0.0000  none
 2  1.6  0.1768  -0.3000  0.600
 3  2.4  0.1687  -0.4243  0.424
 4  3.2  0.1650  -0.4854  0.300
 5  4.0  0.1630  -0.5196  0.220
 6  4.8  0.1618  -0.5406  0.166
10  8.0  0.1598  -0.5757  0.071
Bulk: mass = 0.1584 m_0, edge shift = -0.60 eV
First N with over 95% of the inverse-mass change = 9
Hopping changes sign at k = 3.46 1/nm
Ring case: t2 = -0.12 eV nm^2, B = 0.02 eV nm^4
Ring case: critical cosine = 0.7937
Ring case: mass at N = 2 is 0.540 m_0
Ring case: mass at N = 3 is 1.832 m_0
Ring case: first N with a ring = 4, radius = 0.30 1/nm
Oblique hops: lattice 0.4 nm, vertical -0.06 eV, six of -0.04 eV
Oblique hops give t0 = -0.30 eV, t2 = 0.0096 eV nm^2
Remote band: gap 2.5 eV, its hopping 0.10 eV, P^2 = 0.3810 eV^2 nm^2
Remote band gives t2 = 0.0244 eV nm^2
N = 5 mass: two-band 0.1531, simple law 0.1637 m_0, excess 7.0%
Bulk mass: two-band 0.1453, simple law 0.1592 m_0, excess 9.6%
Density = 5.0e+12 1/cm^2, kF = 0.560 1/nm, N = 5 Fermi energy = 0.0735 eV
Two-band N = 5 mass at kF = 0.1621 m_0, rise 5.9%
T = 300 K, kT = 0.0259 eV
Electrons above lowest subband, N = 5: 0.13%
Electrons above lowest subband, N = 10: 17.69%
First N with subband gap below kT = 18
Gate field (relative permittivity 7) = 1.29 MV/cm, 0.103 eV per layer
N = 5 mean of A: no field 1.7321, field 1.5914, surface shift 1.7303
N = 5 mass in unscreened field = 0.1654 m_0, change +1.53%
N = 5 mass, outer layers raised 0.05 eV = 0.1630 m_0, change +0.02%
Mobility 500 cm^2/Vs: N = 5 broadening hbar/tau = 0.0142 eV
every check passed
```
